# Why self-diffusion alone does not fix the ionic conductivity: test program

```python
"""
Result under test: the dc conductivity of ions is
    sigma = sum_ab q_a q_b D_ab / (V kB T),
where <dx_a dx_b> -> 2 D_ab t along one axis. Nernst-Einstein (NE)
keeps only a = b. A bound neutral pair diffuses but has sigma = 0.
For a breakable +e/-e pair with U = -w sum_k cos(2 pi r_k / L),
    sigma = e^2 D_r / (V kB T),  D_r = (Dp + Dm) / I0(w/kBT)^2.
Dp, Dm: bare diffusion coefficients of cation and anion.
D_R: diffusion coefficient of the friction-weighted pair centre.
Internal units: nm, ns, atomic mass unit; 1 nm^2/ns = 1e-9 m^2/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, cumulative_trapezoid
from scipy.linalg import expm
from scipy.special import i0
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh

temperature = 400.0
box = 1.0
Dp, Dm = 2.0, 1.0
mass = np.array([20.0, 30.0])
spring_SI = 10.0
kT_SI = const.k * temperature
volume_SI = (box * 1e-9) ** 3
sigma_per_D = const.e**2 * 1e-9 / (volume_SI * kT_SI)
D_R = Dp * Dm / (Dp + Dm)

# Inertial Langevin pair: correlations from the equations of motion.
kT = kT_SI / const.atomic_mass
friction = kT / np.array([Dp, Dm])
spring = spring_SI / const.atomic_mass * 1e-18
dt = 2e-7
times = dt * np.arange(25001)


def velocity_correlations(stiffness):
    """Matrix <v_a(t) v_b(0)> along one axis; state is (r, v1, v2)."""
    drift = np.array([
        [0.0, 1.0, -1.0],
        [-stiffness / mass[0], -friction[0] / mass[0], 0.0],
        [stiffness / mass[1], 0.0, -friction[1] / mass[1]]])
    r_variance = kT / stiffness if stiffness > 0 else 0.0
    state = np.diag([r_variance, kT / mass[0], kT / mass[1]])
    step = expm(drift * dt)
    result = np.empty((len(times), 2, 2))
    for index in range(len(times)):
        result[index] = state[1:, 1:]
        state = step @ state
    return result


bound_corr = velocity_correlations(spring)
free_corr = velocity_correlations(0.0)
D_bound = simpson(bound_corr, dx=dt, axis=0)
D_free = simpson(free_corr, dx=dt, axis=0)
assert np.allclose(D_bound, D_R, rtol=1e-5)
assert np.allclose(D_free, np.diag([Dp, Dm]), rtol=1e-5, atol=1e-8)

neutral = np.array([1.0, -1.0])
current_corr = np.einsum("a,tab,b->t", neutral, bound_corr, neutral)
current_integral = simpson(current_corr, dx=dt)
assert current_corr[0] > 0
assert abs(current_integral) < 1e-5 * (Dp + Dm)
running = cumulative_trapezoid(current_corr, dx=dt, initial=0.0)
plateau = -2 * simpson(times * current_corr, dx=dt)
assert np.isclose(plateau, 2 * kT / spring, rtol=1e-4)


def collective(charges, diffusion):
    return charges @ diffusion @ charges


def self_part(charges, diffusion):
    return np.sum(charges**2 * np.diag(diffusion))


bound_ratios = {}
for pair in [(1, -1), (2, -1), (1, 1)]:
    q = np.array(pair, dtype=float)
    ratio = collective(q, D_bound) / self_part(q, D_bound)
    expected = q.sum() ** 2 / np.sum(q**2)
    assert abs(ratio - expected) < 1e-4
    bound_ratios[pair] = ratio

paired = 0.5
mix_true = ((1 - paired) * collective(neutral, D_free)
            + paired * collective(neutral, D_bound))
mix_NE = ((1 - paired) * self_part(neutral, D_free)
          + paired * self_part(neutral, D_bound))
mix_ratio = mix_true / mix_NE
mix_formula = (1 - paired) * (Dp + Dm) / (
    (1 - paired) * (Dp + Dm) + 2 * paired * D_R)
assert np.isclose(mix_ratio, mix_formula, rtol=1e-4)


def lattice_tensor(strength, n):
    """D++, D--, D+- from decay of <exp(i k.dx)> for two ions on a ring."""
    h = box / n
    index = np.arange(n)
    separation = index[:, None] - index[None, :]
    U = -strength * np.cos(2 * np.pi * separation / n)
    escape = np.zeros((n, n))
    for axis, D in ((0, Dp), (1, Dm)):
        for shift in (-1, 1):
            U_new = np.roll(U, shift, axis=axis)
            escape += D / h**2 * np.exp(-(U_new - U) / 2)
    hop = sp.csr_matrix(np.roll(np.eye(n), 1, axis=0))
    unit = sp.identity(n, format="csr")
    hop_p, hop_m = sp.kron(hop, unit), sp.kron(unit, hop)
    k = 0.05 / box

    def decay(kp, km):
        forward = (Dp / h**2 * np.exp(1j * kp * h) * hop_p
                   + Dm / h**2 * np.exp(1j * km * h) * hop_m)
        operator = sp.diags(escape.ravel()) - forward - forward.conj().T
        value = eigsh(operator.tocsc(), k=1, sigma=-1.0,
                      v0=np.ones(n * n, dtype=complex),
                      return_eigenvectors=False)
        return float(np.real(value[0])) / k**2

    pp, mm, charge = decay(k, 0), decay(0, k), decay(k, -k)
    return np.array([pp, mm, (pp + mm - charge) / 2])


reduced_field = 0.01
field_SI = reduced_field * kT_SI / (const.e * box * 1e-9)


def ohmic_conductivity(strength, n=400):
    """Steady current density divided by a small applied field, S/m."""
    h = box / n
    U = -strength * np.cos(2 * np.pi * np.arange(n) / n)
    bias = reduced_field / (2 * n)
    rate = (Dp + Dm) / h**2
    up = rate * np.exp(-(np.roll(U, -1) - U) / 2 + bias)
    down = rate * np.exp(-(np.roll(U, 1) - U) / 2 - bias)
    master = -np.diag(up + down)
    sites = np.arange(n)
    master[(sites + 1) % n, sites] += up
    master[(sites - 1) % n, sites] += down
    master[-1] = 1.0
    source = np.zeros(n)
    source[-1] = 1.0
    population = np.linalg.solve(master, source)
    velocity = h * np.sum(population * (up - down))
    return const.e * velocity / volume_SI / field_SI


rows = []
tensor_error = ohm_error = 0.0
a = Dp / (Dp + Dm)
for strength in (0.0, 1.0, 2.0, 4.0):
    D_r = (Dp + Dm) / i0(strength) ** 2
    formula = np.array([D_R + a**2 * D_r,
                        D_R + (1 - a) ** 2 * D_r,
                        D_R - a * (1 - a) * D_r])
    coarse = lattice_tensor(strength, 32)
    fine = lattice_tensor(strength, 64)
    numeric = (4 * fine - coarse) / 3  # removes the h^2 grid error
    error = np.max(np.abs(numeric - formula)) / D_R
    assert error < 3e-3
    tensor_error = max(tensor_error, error)
    sigma = sigma_per_D * D_r
    sigma_field = ohmic_conductivity(strength)
    error = abs(sigma_field / sigma - 1)
    assert error < 5e-4  # finite grid and finite field
    ohm_error = max(ohm_error, error)
    sigma_NE = sigma_per_D * (formula[0] + formula[1])
    rows.append((strength, D_r, *formula, sigma, sigma_NE, sigma_field))

assert abs(rows[0][5] / rows[0][6] - 1) < 1e-12
assert all(rows[i + 1][5] / rows[i + 1][6] < rows[i][5] / rows[i][6]
           for i in range(3))

print("D unit below: 1e-9 m^2/s")
print(f"Temperature: {temperature:.0f} K; box side: {box:.1f} nm")
print(f"Thermal energy kBT: {kT_SI / const.e * 1000:.2f} meV")
print(f"Bare D: cation {Dp:.3f}, anion {Dm:.3f}")
print(f"Pair-centre D_R: {D_R:.4f}")
print(f"Conductivity per unit D: {sigma_per_D:.4f} S/m")
print("HARMONIC BOUND PAIR")
print(f"Masses: {mass[0]:.0f}, {mass[1]:.0f} u; K: {spring_SI:.0f} N/m")
print(f"Integrated self correlations: {D_bound[0, 0]:.5f}, "
      f"{D_bound[1, 1]:.5f}")
print(f"Integrated cross correlation: {D_bound[0, 1]:.5f}")
for picoseconds in (0.05, 0.2, 1.0):
    position = int(round(picoseconds * 1e-3 / dt))
    print(f"Running current integral/e^2 at {picoseconds:.2f} ps: "
          f"{running[position]:.4f}")
print(f"Full current integral/e^2, magnitude: {abs(current_integral):.1e}")
print(f"Plateau of <(change of r_x)^2>: {plateau:.6f} nm^2")
for pair, ratio in bound_ratios.items():
    print(f"Bound charges {pair}: sigma/sigma_NE = {abs(ratio):.4f}")
print(f"Mixture, paired fraction {paired:.2f}: ratio = {mix_ratio:.4f}")
print("BREAKABLE PAIR")
for strength, D_r, pp, mm, pm, sigma, sigma_NE, sigma_field in rows:
    print(f"w/kBT = {strength:.0f}: I0 = {i0(strength):.4f}, "
          f"D_r = {D_r:.4f}")
    print(f"  D++ = {pp:.4f}, D-- = {mm:.4f}, D+- = {pm:.4f}")
    print(f"  sigma = {sigma:.4f} S/m, sigma_NE = {sigma_NE:.4f} S/m")
    print(f"  ratio = {sigma / sigma_NE:.4f}; "
          f"from applied field: {sigma_field:.4f} S/m")
print(f"Applied test field: {field_SI:.3e} V/m")
print(f"Largest diffusion-tensor error / D_R: {tensor_error:.1e}")
print(f"Largest relative Ohm-law error: {ohm_error:.1e}")
print("PASS")
```

Printed output:

```
D unit below: 1e-9 m^2/s
Temperature: 400 K; box side: 1.0 nm
Thermal energy kBT: 34.47 meV
Bare D: cation 2.000, anion 1.000
Pair-centre D_R: 0.6667
Conductivity per unit D: 4.6481 S/m
HARMONIC BOUND PAIR
Masses: 20, 30 u; K: 10 N/m
Integrated self correlations: 0.66667, 0.66667
Integrated cross correlation: 0.66667
Running current integral/e^2 at 0.05 ps: 2.5208
Running current integral/e^2 at 0.20 ps: 1.0780
Running current integral/e^2 at 1.00 ps: 0.0105
Full current integral/e^2, magnitude: 2.0e-09
Plateau of <(change of r_x)^2>: 0.001105 nm^2
Bound charges (1, -1): sigma/sigma_NE = 0.0000
Bound charges (2, -1): sigma/sigma_NE = 0.2000
Bound charges (1, 1): sigma/sigma_NE = 2.0000
Mixture, paired fraction 0.50: ratio = 0.6923
BREAKABLE PAIR
w/kBT = 0: I0 = 1.0000, D_r = 3.0000
  D++ = 2.0000, D-- = 1.0000, D+- = -0.0000
  sigma = 13.9444 S/m, sigma_NE = 13.9444 S/m
  ratio = 1.0000; from applied field: 13.9444 S/m
w/kBT = 1: I0 = 1.2661, D_r = 1.8716
  D++ = 1.4985, D-- = 0.8746, D+- = 0.2508
  sigma = 8.6993 S/m, sigma_NE = 11.0305 S/m
  ratio = 0.7887; from applied field: 8.6995 S/m
w/kBT = 2: I0 = 2.2796, D_r = 0.5773
  D++ = 0.9232, D-- = 0.7308, D+- = 0.5384
  sigma = 2.6834 S/m, sigma_NE = 7.6883 S/m
  ratio = 0.3490; from applied field: 2.6835 S/m
w/kBT = 4: I0 = 11.3019, D_r = 0.0235
  D++ = 0.6771, D-- = 0.6693, D+- = 0.6614
  sigma = 0.1092 S/m, sigma_NE = 6.2581 S/m
  ratio = 0.0174; from applied field: 0.1092 S/m
Applied test field: 3.447e+05 V/m
Largest diffusion-tensor error / D_R: 9.8e-05
Largest relative Ohm-law error: 1.1e-04
PASS
```
